# Linear Unscreening of Norm-Conserving Pseudopotentials and Its Exchange-Correlation Error

## A case that can be seen through

Take one point in an atom and keep exchange alone, in the local density approximation (LDA). In Hartree atomic units, used throughout, the exchange potential is

$$v_x(n)=-Cn^{1/3},\qquad C=(3/\pi)^{1/3}.$$

Let the valence density at this point be $n_0$ and the core density $n_c=7n_0$. The electrons feel the exchange potential of the total density, $v_x(8n_0)=-2Cn_0^{1/3}$. Linear unscreening removes the exchange potential of the valence density alone, $v_x(n_0)=-Cn_0^{1/3}$. What stays behind in the ion is

$$D_0=-2Cn_0^{1/3}+Cn_0^{1/3}=-Cn_0^{1/3}.$$

This is a fixed number, although it was made with the help of the valence density.

Now put the ion in an environment where the valence density is $n_0(1+\eta)$, with $\eta$ small. The difference that should be present is

$$v_x(8n_0+\eta n_0)-v_x(n_0+\eta n_0)=-Cn_0^{1/3}\left[(8+\eta)^{1/3}-(1+\eta)^{1/3}\right].$$

To first order, $(8+\eta)^{1/3}=2+\eta/12$ and $(1+\eta)^{1/3}=1+\eta/3$, so the bracket is $1-\eta/4$. The frozen value minus the required value is therefore

$$\varepsilon=-Cn_0^{1/3}+Cn_0^{1/3}\left(1-\frac{\eta}{4}\right)=-\frac{C}{4}n_0^{1/3}\eta .$$

Compare this with the exchange kernel $f_x=dv_x/dn=-\tfrac13Cn^{-2/3}$. Since $8^{-2/3}=1/4$, its difference between the two densities is

$$f_x(8n_0)-f_x(n_0)=-\frac C3n_0^{-2/3}\left(\frac14-1\right)=\frac C4n_0^{-2/3}.$$

Multiplying by the density change $\delta n=\eta n_0$ gives $\tfrac C4n_0^{1/3}\eta$, which is $-\varepsilon$. The error is the kernel difference times the density change, with a minus sign. Where valence charge is added, the ion is too attractive.

## Setting and conventions

A reference atom has core density $n_c$ and valence density $n_v$. The core is frozen, the atom is spherical and not spin-polarized, and $v_{xc}(n)$ is the LDA potential with kernel $f_{xc}=dv_{xc}/dn$. The all-electron potential is

$$V=-\frac Zr+V_H[n_c+n_v]+v_{xc}(n_c+n_v).$$

For each angular momentum $l$, a norm-conserving construction replaces the valence orbital by a nodeless one. The two agree beyond a radius $r_c$ and hold equal charge inside it. The potential that has this pseudo-orbital as an eigenfunction, at the all-electron eigenvalue, is the screened pseudopotential $V_l$. It equals $V$ for $r>r_c$. The occupied pseudo-orbitals give the pseudo-valence density $n_0$, which equals $n_v$ for $r>r_c$ but not inside.

Two ions can be extracted from $V_l$:

$$V_l^{\rm lin}=V_l-V_H[n_0]-v_{xc}(n_0),$$

$$V_l^{\rm nl}=V_l-V_H[n_0]-v_{xc}(n_c+n_0).$$

The first is linear unscreening. The second is nonlinear unscreening, here with the full core density. In later calculations each ion is rescreened by the rule used to unscreen it: $v_{xc}(n)$ for the linear ion, $v_{xc}(n_c+n)$ for the nonlinear one.

The error studied here is the linear potential minus the nonlinear one at the same valence density $n$. It isolates the treatment of exchange and correlation. Core relaxation and the imperfect transfer of the pseudo-orbitals to other environments are separate errors, which both ions have.

## First derivation: unscreen, then rescreen

**What is frozen.** Subtract the two definitions. The terms $V_l$ and $V_H[n_0]$ cancel, leaving

$$V_l^{\rm lin}-V_l^{\rm nl}=v_{xc}(n_c+n_0)-v_{xc}(n_0)\equiv D_0(r).$$

This holds at every radius, and $D_0$ does not depend on $l$, so it can be placed in the local part of the pseudopotential.

Outside $r_c$ the content of the linear ion can be written out. The Hartree potential of a spherical density is

$$V_H(r)=\frac1r\int_0^r4\pi s^2n(s)\,ds+\int_r^\infty4\pi s\,n(s)\,ds .$$

For $r>r_c$ the second integral is the same for $n_0$ and $n_v$, because the densities agree there. The first is the same because norm conservation makes the enclosed charges equal. Hence $V_H[n_0]=V_H[n_v]$ outside $r_c$. The Hartree potential is linear in the density, so $V_H[n_c+n_v]=V_H[n_c]+V_H[n_v]$, and the valence part cancels:

$$V_l^{\rm lin}=-\frac Zr+V_H[n_c]+D_0,\qquad r>r_c .$$

The first two terms are the electrostatic potential of the bare core. If $v_{xc}$ were proportional to the density, the third would equal $v_{xc}(n_c)$, a property of the core alone; in the LDA it depends on the reference valence density wherever the core density reaches.

Inside $r_c$ the identity for $D_0$ still holds, but with the pseudo density $n_0$. There $D_0$ is not the all-electron difference $v_{xc}(n_c+n_v)-v_{xc}(n_v)$.

**The error.** Rescreen both ions with a new density $n=n_0+\delta n$. The Hartree terms are equal and drop out of the difference:

$$\varepsilon=\left[V_l^{\rm lin}+v_{xc}(n)\right]-\left[V_l^{\rm nl}+v_{xc}(n_c+n)\right].$$

Inserting $V_l^{\rm lin}-V_l^{\rm nl}=D_0$ gives

$$\varepsilon=D_0-\left[v_{xc}(n_c+n)-v_{xc}(n)\right].$$

At $n=n_0$ this vanishes, so both ions reproduce the reference levels. For other densities, follow the straight path $n_0+t\,\delta n$ from $t=0$ to $t=1$. By the chain rule, each potential changes at the rate $f_{xc}\,\delta n$, and integration gives

$$\varepsilon=-\delta n\int_0^1\left[f_{xc}(n_c+n_0+t\,\delta n)-f_{xc}(n_0+t\,\delta n)\right]dt .$$

This is exact within the LDA. For small $\delta n$ the bracket may be taken at $t=0$:

$$\boxed{\varepsilon=-K\,\delta n+O(\delta n^2),\qquad K=f_{xc}(n_c+n_0)-f_{xc}(n_0)}$$

**Sign and size.** For exchange, $f_x=-\tfrac13Cn^{-2/3}$ rises towards zero as $n$ grows, so $K>0$ wherever $n_c>0$. With Perdew-Wang correlation included, the numerical check finds $f_{xc}$ rising over a sampled range from $10^{-10}$ to $10^4$ bohr$^{-3}$. The error then has the sign opposite to that of $\delta n$.

Two limits show what controls its size. If $n_c\ll n_0$, a Taylor expansion gives $K\approx n_c\,f_{xc}'(n_0)$, and the error disappears with the core density. If $n_c\gg n_0$, the exchange kernel at the total density is negligible, and

$$\varepsilon_x\approx f_x(n_0)\,\delta n=-\frac C3n_0^{1/3}\,\frac{\delta n}{n_0}.$$

The core density has dropped out, but the limit is approached slowly: the neglected kernel is a fraction $(1+n_c/n_0)^{-2/3}$ of the one kept, which is 0.20 at $n_c=10n_0$ and 0.046 at $n_c=100n_0$. In this limit the exchange error is the relative change of the valence density times a factor proportional to $n_0^{1/3}$.

**Where first order fails.** The next term of the expansion is $-\tfrac12[f_{xc}'(n_c+n_0)-f_{xc}'(n_0)]\,\delta n^2$. For exchange, $f_x'=\tfrac29Cn^{-5/3}$ falls with density, so this term is positive. It weakens a negative error, where $\delta n>0$, and strengthens a positive one, where $\delta n<0$. The expansion of $(n_0+\delta n)^{1/3}$ diverges for $|\delta n|>n_0$, and needs $|\delta n|\ll n_0$ for its first term to suffice. What matters is the fractional change: where the valence density changes by a large fraction, the integral form must be used.

## Second derivation: a tangent to the energy

The same result follows from energies. With frozen core, the nonlinear scheme has the exchange-correlation energy $E_{xc}[n_c+n]$. Split it as

$$E_{xc}[n_c+n]=E_{xc}[n]+G[n],\qquad G[n]=E_{xc}[n_c+n]-E_{xc}[n].$$

$G$ contains the core-valence part, plus the constant core energy. Suppose we want a scheme that uses $E_{xc}[n]$ alone and lets a fixed local potential $X(r)$ in the ion stand in for $G$. Its energy contains $\int Xn\,d^3r$ in place of $G[n]$.

**What is frozen.** Require the reference pseudo-orbitals to satisfy the Kohn-Sham equations of this scheme at the reference eigenvalues. For a radial orbital $u$ with eigenvalue $e$, the radial equation gives the potential as

$$e+\frac{u''}{2u}-\frac{l(l+1)}{2r^2}.$$

The pseudo-orbital has no nodes for $r>0$, so this fixes the effective potential completely. The effective potentials of the two schemes must therefore agree at $n_0$. The functional derivative of $\int Xn\,d^3r$ is $X$, so

$$X=\left.\frac{\delta G}{\delta n}\right|_{n_0}=v_{xc}(n_c+n_0)-v_{xc}(n_0)=D_0 .$$

Linear unscreening thus replaces the curved functional $G$ by its tangent at the reference density, apart from a constant.

**The error.** The linear energy functional minus the nonlinear one is

$$W[n]=\int D_0\,n\,d^3r-G[n].$$

The second functional derivative of $G$ at $n_0$ is, in the LDA, $K(r)$ times a delta function. Hence

$$G[n_0+\delta n]=G[n_0]+\int D_0\,\delta n\,d^3r+\frac12\int K\,\delta n^2\,d^3r+O(\delta n^3).$$

Insert this in $W$. The terms linear in $\delta n$ cancel, because the tangent has the right slope:

$$W[n_0+\delta n]-W[n_0]=-\frac12\int K\,\delta n^2\,d^3r+O(\delta n^3).$$

The potential error is the functional derivative of this expression. Differentiating the square gives a factor 2, which removes the $\tfrac12$, and $\varepsilon=-K\,\delta n$ to first order, as before.

**A sign for finite changes.** Along the path $n_0+t\,\delta n$,

$$\frac{dW}{dt}=\int\varepsilon_t\,\delta n\,d^3r,$$

where $\varepsilon_t$ is the potential error at the density reached. If $f_{xc}$ rises with density, the integral form makes $\varepsilon_t\,\delta n\le0$ at every point. So $W[n]\le W[n_0]$ without any assumption that $\delta n$ is small: at a given density, linear unscreening makes the energy relative to the reference too low.

**Self-consistency.** The two schemes settle at different densities. Let $n_1$ be the self-consistent density of the nonlinear scheme in the new environment. The orbitals that produce it are trial orbitals for the linear scheme. If the linear solution is the minimum for the given occupations, then

$$E_{\rm lin}\le E_{\rm nl}+W[n_1].$$

At the reference, both schemes share the same orbitals and $E_{\rm lin}-E_{\rm nl}=W[n_0]$. Subtracting, the linear energy change minus the nonlinear one is at most $W[n_1]-W[n_0]$.

The extra lowering can be estimated. Let the nonlinear energy rise by $\tfrac12\langle\eta|A|\eta\rangle$ when its density is displaced by a small $\eta$ from $n_1$, with $A$ positive. The linear scheme adds $\langle\varepsilon|\eta\rangle$, and also $-\tfrac12\langle\eta|K|\eta\rangle$; the displacement found below is of first order in $K$, so this second term is of third order in $K$ and is dropped in the estimate. The minimum is at $\eta=-A^{-1}\varepsilon$, and the energy there is $-\tfrac12\langle\varepsilon|A^{-1}|\varepsilon\rangle$. Since $\varepsilon$ is proportional to $K\,\delta n$, this is of second order in $\delta n$, like the main term, but of second order in $K$ as well. The energy error therefore stays quadratic at leading order, with a coefficient changed by relaxation.

## What each derivation assumes

The first derivation needs a potential that is a differentiable function of the local density, and it makes no explicit use of an energy. This is not a wider class than the second derivation covers: any such $v(n)$ is the derivative of the energy $\int e(n)\,d^3r$ with $de/dn=v$. It gives the potential error point by point and, through norm conservation, the content of the ion outside $r_c$. Energy errors at a given density follow from it only after $\varepsilon$ is integrated along a density path, as in the expression for $dW/dt$.

The second needs $v_{xc}$ to be the functional derivative of $E_{xc}$. In return it shows that the energy error starts at second order, and the variational principle then bounds the self-consistent result. It also shows why the reference is special: it is the point of tangency.

Both use a frozen core. If the core density changed by $\delta n_c$, the potential required would contain a further $f_{xc}(n_c+n_0)\,\delta n_c$ to first order, and the core Hartree potential would change too. Neither ion includes these terms.

The LDA enters both derivations by making the kernel local. For a functional containing density gradients, the same first-order expansion gives

$$\varepsilon(\mathbf r)=-\int K(\mathbf r,\mathbf r')\,\delta n(\mathbf r')\,d^3r',$$

and the pointwise product and the sign argument no longer follow. With spin polarization there are two densities, and the expansion in both turns $K$ into a matrix in spin. The scalar formula does not then cover a change of magnetization.

## Cobalt: moving an electron from 4s to 3d

The cobalt atom suits this question because its 3s and 3p core shells overlap the 3d valence shell. The model is a nonrelativistic, spin-unpolarized LDA atom with Slater exchange and Perdew-Wang correlation. It omits magnetism and multiplet structure, so its energies are not predictions for a measured atom. Troullier-Martins pseudopotentials are built for 3d$^7$4s$^2$ with $r_c=2.087$ bohr, and the new environment is 3d$^8$4s$^1$.

Of the core charge of 18 electrons, only a few hundredths of an electron lies outside $r_c$. At $r_c$ the frozen term is still $D_0=-7.3$ mHa. At 0.594 bohr, where $n_c=2.599$ and $n_0=0.857$ bohr$^{-3}$, it is $-0.566$ Ha. This point and the first four rows of the table below lie inside $r_c$, where $D_0$ and $K$ are formed with the pseudo density. These values, and the errors computed from them, belong to this pseudization and are not all-electron quantities.

With $\delta n$ taken from the nonlinear calculation, the potential error is as follows ($r$ in bohr, $K$ in Ha bohr$^3$, $\delta n$ in bohr$^{-3}$, errors in mHa).

| $r$ | $K$ | $\delta n$ | $-K\delta n$ | exact $\varepsilon$ |
|---|---|---|---|---|
| 0.301 | 1.138 | 0.00378 | −4.30 | −4.26 |
| 0.594 | 0.2276 | 0.03510 | −7.99 | −7.83 |
| 1.005 | 0.1635 | 0.03750 | −6.13 | −5.90 |
| 1.490 | 0.3192 | 0.00599 | −1.91 | −1.84 |
| 2.087 | 0.1645 | −0.00233 | 0.38 | 0.41 |

In the second row, $-0.2276\times0.03510=-0.00799$ Ha. First order overstates the exact error there by 2%. In the last row $\delta n$ is negative, the error is positive, and first order understates it. Both deviations have the sign found above for the second-order exchange term.

**Levels.** At fixed density the linear Hamiltonian is the nonlinear one plus $\varepsilon$. Using the nonlinear orbital $u$ as a trial function for the lowest state of its channel shows that the level shift is at most $\langle u|\varepsilon|u\rangle$. For 3d this expectation value is $-4.469$ mHa and the diagonalized shift is $-4.477$ mHa; the first-order error $-K\,\delta n$ gives $-4.62$ mHa.

After self-consistency the linear 3d level lies only $-0.16343+0.16239=-0.00104$ Ha, or 1.0 mHa, below the nonlinear one. The 4s level is now higher by 0.5 mHa, although its shift at fixed density was $-0.145$ mHa. The response of the density thus changes level errors strongly, and the fixed-density shift should not be read as the final one.

**Energies.** The quadratic formula gives $-\tfrac12\int K\,\delta n^2\,d^3r=-0.999$ mHa. The exact value at fixed density is $-0.978$ mHa, and the self-consistent error is $-1.004$ mHa, or $-0.0273$ eV. These digits hold for $r_c=2.087$ bohr only: for matching radii between 1.5 and 2.4 bohr (4s) and between 0.9 and 2.4 bohr (3d) the self-consistent error ranges from $-0.83$ to $-1.09$ mHa. Relaxation therefore contributes $-1.004+0.978=-0.026$ mHa, with the sign required by the bound. The quadratic formula lies closer to the self-consistent value than its parts would suggest, because the higher-order terms at fixed density ($+0.021$ mHa) and the relaxation nearly cancel.

For transfers of 0.1 and 0.2 electron the self-consistent errors are $-0.0147$ and $-0.0567$ mHa. Their ratio is 3.85, near the value 4 of a quadratic law; the difference shows that higher orders in the transfer are already visible. The law in the transfer does not reach a full electron: scaling the 0.1-electron value by 100 gives $-1.47$ mHa, against the actual $-1.00$ mHa. The quadratic formula above works there because it uses the actual $\delta n$.

**Against the all-electron atom.** The energy of 3d$^8$4s$^1$ relative to 3d$^7$4s$^2$ is $-58.4$ mHa in the all-electron calculation, $-54.7$ mHa with linear and $-53.7$ mHa with nonlinear unscreening. The linear result is the closer one. This does not contradict the derivation. The nonlinear result is 4.7 mHa too high for reasons outside the present error, which include the frozen core and the pseudization; the calculation does not separate them. The linear error of $-1.0$ mHa has the opposite sign and cancels part of it. The 4.7 mHa depends on the matching radii: over the range quoted above it varies from 2.3 to 5.2 mHa, and the linear result remains the closer one in each case tried. Nonlinear unscreening removes the error derived here, but in this unpolarized example that does not improve the total.

## Table of computed values

```
Co atom, LDA, nonrelativistic, Z = 27
matching radius rc = 2.0868 bohr
core electrons = 18.00000
core electrons outside rc = 0.02166
valence electrons = 9.00000
Reference 3d7 4s2 levels (Ha): 4s, 3d
  all-electron  -0.20452 -0.32223
  linear        -0.20452 -0.32222
  nonlinear     -0.20452 -0.32222
largest ion mismatch outside rc = 3.2e-08 Ha
r (bohr), nc, n0 (bohr^-3), D0 (Ha), K (Ha bohr^3)
  0.301 16.99727 0.15519 -2.05158 1.13788
  0.594 2.59938 0.85722 -0.56575 0.22757
  1.005 0.52251 0.60100 -0.19805 0.16354
  1.490 0.04425 0.10729 -0.05979 0.31917
  2.087 0.00201 0.02930 -0.00728 0.16445
r (bohr), dn (bohr^-3), exact error, -K dn (mHa)
  0.301 0.003778 -4.262 -4.299
  0.594 0.035097 -7.827 -7.987
  1.005 0.037495 -5.898 -6.132
  1.490 0.005990 -1.838 -1.912
  2.087 -0.002328 0.410 0.383
remainder ratio on halving dn = 3.999
Level shift at fixed new density (mHa):
  diagonalized, <err>, <-K dn>
  4s -0.145 -0.144 -0.162
  3d -4.477 -4.469 -4.623
Self-consistent 3d8 4s1 levels (Ha): 4s, 3d
  all-electron  -0.16395 -0.17033
  linear        -0.16428 -0.16343
  nonlinear     -0.16479 -0.16239
Energy error of linear unscreening (mHa):
  -1/2 int K dn^2        = -0.9994
  exact at fixed density = -0.9780
  self-consistent        = -1.0044
  self-consistent        = -0.02733 eV
  transfer 0.1 electron  = -0.01471
  transfer 0.2 electron  = -0.05665
  ratio of these two     = 3.851
Energy E(3d8 4s1) - E(3d7 4s2) (mHa):
  all-electron = -58.367
  linear       = -54.685
  nonlinear    = -53.680
```
